# From the ab initio polaron equations to the Landau-Pekar energy: verification in Python

```python
"""
Result under test: the ab initio polaron equations
  B_qv = (1/N) sum A*_{m,k+q} g_mnv(k,q) A_nk / (hbar w_qv)
  (2/N) sum B_qv g*_mnv(k,q) A_{m,k+q} = (e_nk - e) A_nk
are the stationarity conditions of the self-interaction-free energy of one
electron in a harmonic lattice. With Froehlich coupling they reduce to the
Landau-Pekar problem, with minimum -0.1085 alpha^2 hbar w and the upper
bound -25/256 alpha^2 hbar w from an exponential trial function.
A: electron amplitudes, B: lattice amplitudes, g: coupling matrix elements,
N: number of cells, alpha: Froehlich constant, kappa: 1/(1/eps_inf-1/eps_0).
Scaled units: length hbar^2 kappa/(m e^2), energy m e^4/(kappa hbar)^2,
which equals 2 alpha^2 hbar w.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize, minimize_scalar

# ---------- 1. Polaron equations on a chain with two atoms per cell ----------
N = 10
dim = 2 * N
onsite_b, hop1, hop2 = 0.6, 1.0, 0.7
coup_a, coup_b, coup_hop = 1.8, 1.2, 0.3
spring1, spring2, spring0 = 1.0, 0.8, 0.3
mass = np.array([1.0, 2.0])
H0 = np.zeros((dim, dim))
dH = np.zeros((dim, dim, dim))      # dH[j] = derivative of H by displacement j
C = spring0 * np.eye(dim)
for p in range(N):
    a, b = 2 * p, 2 * p + 1
    a_next, b_prev = (2 * p + 2) % dim, (2 * p - 1) % dim
    H0[b, b] = onsite_b
    dH[b, a, a] += coup_a
    dH[b_prev, a, a] -= coup_a
    dH[a_next, b, b] += coup_b
    dH[a, b, b] -= coup_b
    for left, right, hop, spring in ((a, b, hop1, spring1),
                                     (b, a_next, hop2, spring2)):
        H0[left, right] = H0[right, left] = -hop
        for j, sign in ((right, 1.0), (left, -1.0)):
            dH[j, left, right] += sign * coup_hop
            dH[j, right, left] += sign * coup_hop
        C[left, left] += spring
        C[right, right] += spring
        C[left, right] -= spring
        C[right, left] -= spring


def energy_and_gradient(x):
    """Total energy from its real-space definition."""
    psi, disp = x[:dim], x[dim:]
    norm = psi @ psi
    H = H0 + np.tensordot(disp, dH, axes=1)
    e_el = psi @ H @ psi / norm
    force = np.einsum('a,jab,b->j', psi, dH, psi) / norm
    grad = np.concatenate([2 * (H @ psi - e_el * psi) / norm,
                           force + C @ disp])
    return e_el + 0.5 * disp @ C @ disp, grad


seed = np.exp(-0.5 * (np.arange(dim) - N)**2)
seed /= np.linalg.norm(seed)
start_disp = -np.linalg.solve(C, np.einsum('a,jab,b->j', seed, dH, seed))
direct = minimize(energy_and_gradient, np.concatenate([seed, start_disp]),
                  jac=True, method='BFGS',
                  options={'gtol': 1e-9, 'maxiter': 3000})
disp_direct = direct.x[dim:]

cells = np.arange(N)
bloch, band = [], []
patterns, freq = [], []
for wave in 2 * np.pi * cells / N:
    phase = np.exp(1j * wave * cells)
    Hk = np.zeros((2, 2), complex)
    Dq = np.zeros((2, 2), complex)
    for p in cells:
        Hk += H0[0:2, 2 * p:2 * p + 2] * phase[p]
        Dq += C[0:2, 2 * p:2 * p + 2] * phase[p]
    Dq /= np.sqrt(np.outer(mass, mass))
    ek, uk = np.linalg.eigh(Hk)
    w2, eq = np.linalg.eigh(Dq)
    for n in range(2):
        band.append(ek[n])
        bloch.append(np.kron(phase, uk[:, n]) / np.sqrt(N))
        w = np.sqrt(w2[n])
        freq.append(w)
        patterns.append(np.kron(phase, eq[:, n] / np.sqrt(2 * mass * w)))
bloch, band = np.array(bloch).T, np.array(band)
patterns, freq = np.array(patterns), np.array(freq)
# G[qv] holds g between all Bloch states; crystal momentum selects k' = k+q
G = np.array([bloch.conj().T @ np.tensordot(s, dH, axes=1) @ bloch
              for s in patterns])
k_index = np.repeat(cells, 2)
for j in range(dim):
    allowed = (k_index[:, None] - k_index[None, :] - k_index[j]) % N == 0
    assert np.max(np.abs(G[j][~allowed])) < 1e-12

A = np.sqrt(N) * bloch.conj().T @ seed
previous = 0.0
for iteration in range(2000):
    B = np.einsum('a,jab,b->j', A.conj(), G, A) / (N * freq)
    H_eff = np.diag(band) - (2 / N) * np.einsum('j,jba->ab', B, G.conj())
    assert np.allclose(H_eff, H_eff.conj().T, atol=1e-11)
    eigval, vec = np.linalg.eigh(H_eff)
    change = abs(eigval[0] - previous)
    previous = eigval[0]
    A = np.sqrt(N) * vec[:, 0]
    if change < 1e-13:
        break
B = np.einsum('a,jab,b->j', A.conj(), G, A) / (N * freq)
E_AB = (np.sum(np.abs(A)**2 * band) - np.sum(freq * np.abs(B)**2)) / N
disp_AB = -(2 / N) * B.conj() @ patterns
disp_error = min(np.max(np.abs(np.roll(disp_AB.real, 2 * s) - disp_direct))
                 for s in cells)
assert np.max(np.abs(disp_AB.imag)) < 1e-8
assert abs(E_AB - direct.fun) < 1e-8
assert disp_error < 1e-5
assert E_AB < band.min() - 1e-3
chain_formation = E_AB - band.min()
chain_direct = direct.fun - band.min()
chain_eigenvalue = eigval[0] - band.min()

# ---------- 2. Trial functions, from radial quadrature in scaled units -------
r = np.linspace(0.0, 80.0, 80001)


def trial_parts(f):
    """Kinetic energy T and lattice energy W of a radial function f(r)."""
    psi = f(r)
    slope = np.gradient(psi, r, edge_order=2)
    norm = np.trapezoid(r**2 * psi**2, r) if hasattr(np, 'trapezoid') \
        else np.trapz(r**2 * psi**2, r)
    density = r**2 * psi**2 / norm
    charge = cumulative_trapezoid(density, r, initial=0.0)
    T = cumulative_trapezoid(0.5 * r**2 * slope**2 / norm, r)[-1]
    integrand = np.zeros_like(r)
    integrand[1:] = density[1:] * charge[1:] / r[1:]
    return T, cumulative_trapezoid(integrand, r)[-1]


def best_size(shape, low, high):
    def energy(size):
        T, W = trial_parts(lambda x: shape(x / size))
        return T - W
    return minimize_scalar(energy, bounds=(low, high), method='bounded',
                           options={'xatol': 1e-7})


exp_fit = best_size(lambda x: np.exp(-x), 1.0, 8.0)
gauss_fit = best_size(lambda x: np.exp(-x**2 / 2), 1.0, 10.0)
smooth_fit = best_size(lambda x: (1 + x) * np.exp(-x), 0.5, 5.0)
c_exp, c_gauss, c_smooth = (2 * f.fun for f in (exp_fit, gauss_fit,
                                                smooth_fit))
T_exp, W_exp = trial_parts(lambda x: np.exp(-x / exp_fit.x))
assert abs(c_exp + 25 / 256) < 2e-6
assert abs(exp_fit.x - 16 / 5) < 1e-3
assert abs(c_gauss + 1 / (3 * np.pi)) < 2e-6
assert abs(W_exp / T_exp - 2) < 1e-3

# ---------- 3. Landau-Pekar minimum: finite differences and shooting ---------


def self_consistent(n, r_max=45.0):
    h = r_max / (n + 1)
    x = h * np.arange(1, n + 1)
    u = x * np.exp(-x / 3.2)
    u /= np.sqrt(h * np.sum(u**2))
    old = 0.0
    for _ in range(500):
        p = u**2
        outer = np.cumsum((p / x)[::-1])[::-1] - p / x
        V = h * (np.cumsum(p) / x + outer)
        val, vec_r = eigh_tridiagonal(1 / h**2 - V,
                                      np.full(n - 1, -0.5 / h**2),
                                      select='i', select_range=(0, 0))
        u = vec_r[:, 0] / np.sqrt(h)
        if abs(val[0] - old) < 1e-11:
            break
        old = val[0]
    p = u**2
    outer = np.cumsum((p / x)[::-1])[::-1] - p / x
    V = h * (np.cumsum(p) / x + outer)
    W = 0.5 * h * np.sum(p * V)
    du = np.diff(np.concatenate([[0.0], u, [0.0]])) / h
    T = 0.5 * h * np.sum(du**2)
    return np.array([T, W, val[0], h * np.sum(p * x), V[0]])


coarse, fine = self_consistent(1499), self_consistent(2999)
T_lp, W_lp, eig_lp, radius_lp, V_origin = fine + (fine - coarse) / 3
c_lp = 2 * (T_lp - W_lp)
assert abs(W_lp / T_lp - 2) < 1e-4
assert abs(eig_lp / T_lp + 3) < 1e-4


def shoot(psi0):
    """Integrate psi and S = V + eigenvalue outward, with S(0) = 1."""
    def rhs(x, y):
        return [y[1], -2 * y[1] / x - 2 * y[2] * y[0],
                y[3], -2 * y[3] / x - 4 * np.pi * y[0]**2]

    def node(x, y):
        return y[0]

    def turn(x, y):
        return y[1]
    node.terminal = turn.terminal = True
    turn.direction = 1
    x0 = 1e-4
    q = 4 * np.pi * psi0**2
    y0 = [psi0 * (1 - x0**2 / 3), -2 * psi0 * x0 / 3,
          1 - q * x0**2 / 6, -q * x0 / 3]
    sol = solve_ivp(rhs, (x0, 60.0), y0, method='DOP853', rtol=1e-10,
                    atol=1e-13, events=(node, turn))
    return len(sol.t_events[0]) > 0, sol.t[-1], sol.y[:, -1]


low, high = 0.2, 0.8
assert shoot(low)[0] and not shoot(high)[0]
for _ in range(42):
    middle = 0.5 * (low + high)
    if shoot(middle)[0]:
        low = middle
    else:
        high = middle
_, R, end = shoot(high)
shoot_norm = -R**2 * end[3]
shoot_eig = end[2] + R * end[3]
c_shoot = 2 * shoot_eig / (3 * shoot_norm**2)
assert abs(c_shoot - c_lp) < 5e-6
assert abs(c_lp + 0.1085) < 5e-5
assert c_lp < c_smooth < c_gauss < c_exp     # removing the cusp pays
cusp_share = (c_exp - c_smooth) / (c_exp - c_lp)

# ---------- 4. Supercell sum over q tends to the continuum integral ----------
box = np.array([16.0, 24.0, 32.0])           # edge in units of trial radius a
W_box = []
for L in box:
    n_max = int(np.ceil(10 * L / (2 * np.pi)))
    q1 = 2 * np.pi / L * np.arange(-n_max, n_max + 1)
    q2 = (q1[:, None, None]**2 + q1[None, :, None]**2
          + q1[None, None, :]**2).ravel()
    q2 = q2[q2 > 1e-12]
    W_box.append(2 * np.pi / L**3 * np.sum((1 + q2 / 4)**-4 / q2))
W_inf, slope_L, cubic_L = np.linalg.solve(
    np.column_stack([np.ones(3), 1 / box, 1 / box**3]), W_box)
T_one, W_one = trial_parts(lambda x: np.exp(-x))
assert abs(W_inf - W_one) < 1e-5
assert abs(W_one - 5 / 16) < 1e-5

# ---------- 5. Worked example in eV and angstrom, starting from g ------------
m_rel, eps_inf, eps_0, hw, edge = 1.0, 2.0, 10.0, 0.020, 4.0
inv_kappa = 1 / eps_inf - 1 / eps_0
hb2_m = sc.hbar**2 / (m_rel * sc.m_e) / sc.e * 1e20       # eV angstrom^2
e2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10             # eV angstrom
alpha = e2 * inv_kappa / np.sqrt(2 * hb2_m * hw)
volume = edge**3


def g_squared(q):
    return 2 * np.pi * e2 * hw * inv_kappa / (volume * q**2)


def lattice_energy(size, x_max=np.inf):
    def integrand(x):
        q = x / size
        rho = (1 + x**2 / 4)**-2
        return volume * q**2 / (2 * np.pi**2) * g_squared(q) * rho**2 / hw
    return quad(integrand, 0, x_max, epsabs=1e-12)[0] / size


fit = minimize_scalar(lambda s: hb2_m / (2 * s**2) - lattice_energy(s),
                      bounds=(1.0, 20.0), method='bounded',
                      options={'xatol': 1e-9})
size, E_trial = fit.x, fit.fun
T_ev, W_ev = hb2_m / (2 * size**2), lattice_energy(size)
assert abs(E_trial / (alpha**2 * hw) + 25 / 256) < 1e-7
E_lp = c_lp * alpha**2 * hw
zone_share = lattice_energy(size, np.pi / edge * size) / W_ev
q0 = np.sqrt(2 * hw / hb2_m)
second_order = -q0 * quad(
    lambda x: volume * (x * q0)**2 / (2 * np.pi**2) * g_squared(x * q0)
    / (hw + hb2_m * (x * q0)**2 / 2), 0, np.inf)[0]
assert abs(second_order / hw + alpha) < 1e-6
length_unit = hb2_m / (e2 * inv_kappa)

# ---------- Output -----------------------------------------------------------
print("CHAIN TEST (model units, hbar = 1)")
print(f"cells {N}, on-site energy b {onsite_b}, hoppings {hop1}, {hop2}")
print(f"couplings a, b, hopping: {coup_a}, {coup_b}, {coup_hop}")
print(f"springs {spring1}, {spring2}, substrate {spring0}; masses {mass}")
print(f"formation energy, A-B equations:  {chain_formation:.8f}")
print(f"formation energy, direct minimum: {chain_direct:.8f}")
print(f"eigenvalue from band minimum:     {chain_eigenvalue:.6f}")
print(f"largest displacement:             {np.abs(disp_direct).max():.5f}")
print(f"largest displacement difference:  {disp_error:.1e}")
print("LANDAU-PEKAR COEFFICIENTS, E/(alpha^2 hbar w)")
print(f"exponential trial:       {c_exp:.6f}")
print(f"-25/256:                 {-25 / 256:.6f}")
print(f"Gaussian trial:          {c_gauss:.6f}")
print(f"(1+r/a)exp(-r/a) trial:  {c_smooth:.6f}")
print(f"minimum, finite diff.:   {c_lp:.6f}")
print(f"minimum, shooting:       {c_shoot:.6f}")
print(f"exponential / minimum:   {c_exp / c_lp:.4f}")
print(f"gap closed without cusp: {100 * cusp_share:.1f} %")
print("SCALED UNITS (length hbar^2 kappa/(m e^2))")
print(f"best exponential radius a:      {exp_fit.x:.4f}")
print(f"mean radius, exponential:       {1.5 * exp_fit.x:.4f}")
print(f"mean radius, minimum:           {radius_lp:.4f}")
print(f"potential depth at origin:      {V_origin:.4f} m e^4/(kappa hbar)^2")
print(f"minimum: elastic/kinetic:       {W_lp / T_lp:.4f}")
print(f"minimum: eigenvalue/kinetic:    {eig_lp / T_lp:.4f}")
print("SUPERCELL SUM, exponential, energy in e^2/(kappa a)")
for L, W in zip(box, W_box):
    print(f"L/a = {L:.0f}: lattice energy {W:.6f}")
print(f"extrapolated: {W_inf:.6f}; 5/16 = {5 / 16:.6f}")
print(f"coefficient of a/L: {slope_L:.4f}")
print("WORKED EXAMPLE")
print(f"m/m_e {m_rel}, eps_inf {eps_inf}, eps_0 {eps_0}")
print(f"phonon energy {1000 * hw:.1f} meV, cell edge {edge:.1f} angstrom")
print(f"kappa:                          {1 / inv_kappa:.4f}")
print(f"alpha:                          {alpha:.4f}")
print(f"alpha^2 hbar w:                 {1000 * alpha**2 * hw:.2f} meV")
print(f"scaled length unit:             {length_unit:.4f} angstrom")
print(f"trial radius a:                 {size:.4f} angstrom")
print(f"trial kinetic energy:           {1000 * T_ev:.2f} meV")
print(f"trial elastic energy:           {1000 * W_ev:.2f} meV")
print(f"trial coupling energy:          {-2000 * W_ev:.2f} meV")
print(f"trial eigenvalue expectation:   {1000 * (T_ev - 2 * W_ev):.2f} meV")
print(f"trial formation energy:         {1000 * E_trial:.2f} meV")
print(f"Landau-Pekar minimum:           {1000 * E_lp:.2f} meV")
print(f"trial excess over minimum:      {1000 * (E_trial - E_lp):.2f} meV")
print(f"lattice energy from q < pi/edge: {100 * zone_share:.2f} %")
print(f"second-order quantum energy:    {1000 * second_order:.2f} meV")
print(f"alpha where both are equal:     {-1 / c_lp:.3f}")
print("all assertions hold")
```

Output:

```
CHAIN TEST (model units, hbar = 1)
cells 10, on-site energy b 0.6, hoppings 1.0, 0.7
couplings a, b, hopping: 1.8, 1.2, 0.3
springs 1.0, 0.8, substrate 0.3; masses [1. 2.]
formation energy, A-B equations:  -1.26785420
formation energy, direct minimum: -1.26785420
eigenvalue from band minimum:     -3.197882
largest displacement:             1.10886
largest displacement difference:  1.7e-08
LANDAU-PEKAR COEFFICIENTS, E/(alpha^2 hbar w)
exponential trial:       -0.097656
-25/256:                 -0.097656
Gaussian trial:          -0.106103
(1+r/a)exp(-r/a) trial:  -0.107023
minimum, finite diff.:   -0.108513
minimum, shooting:       -0.108513
exponential / minimum:   0.9000
gap closed without cusp: 86.3 %
SCALED UNITS (length hbar^2 kappa/(m e^2))
best exponential radius a:      3.2000
mean radius, exponential:       4.8000
mean radius, minimum:           4.1914
potential depth at origin:      0.3155 m e^4/(kappa hbar)^2
minimum: elastic/kinetic:       2.0000
minimum: eigenvalue/kinetic:    -3.0000
SUPERCELL SUM, exponential, energy in e^2/(kappa a)
L/a = 16: lattice energy 0.225368
L/a = 24: lattice energy 0.253844
L/a = 32: lattice energy 0.268359
extrapolated: 0.312499; 5/16 = 0.312500
coefficient of a/L: -1.4186
WORKED EXAMPLE
m/m_e 1.0, eps_inf 2.0, eps_0 10.0
phonon energy 20.0 meV, cell edge 4.0 angstrom
kappa:                          2.5000
alpha:                          10.4329
alpha^2 hbar w:                 2176.91 meV
scaled length unit:             1.3229 angstrom
trial radius a:                 4.2334 angstrom
trial kinetic energy:           212.59 meV
trial elastic energy:           425.18 meV
trial coupling energy:          -850.36 meV
trial eigenvalue expectation:   -637.77 meV
trial formation energy:         -212.59 meV
Landau-Pekar minimum:           -236.22 meV
trial excess over minimum:      23.63 meV
lattice energy from q < pi/edge: 99.68 %
second-order quantum energy:    -208.66 meV
alpha where both are equal:     9.216
all assertions hold
```
